\section*{Ferroelectric domains in a misfitting film with a traction-free top}

\section{The result and the fault it removes}

Let a ferroelectric film occupy $0<z<h$ on an elastic half-space, periodic along $x$ and uniform along $y$. Expand its fields in Fourier modes along $x$ and polynomials along $z$, minimize the elastic energy over the displacement, and solve Gauss's law in weak form for the potential. The top is then traction-free without a condition being imposed, the infinite substrate reduces to one $2\times2$ matrix per wavenumber, and the discrete energy has an exact gradient. The polarization step
\begin{equation}
(\kappa+A)P^{n+1}=\kappa P^n-g(P^n),\qquad \kappa=\frac1{\Gamma\Delta t},
\label{step}
\end{equation}
cannot raise that energy if the curvature of its explicitly treated part stays below $2\kappa$. Here $\Gamma$ is the kinetic coefficient, $A$ contains the gradient and depolarization operators, and $g$ the Landau and elastic forces.

The naive scheme uses Fourier modes along $z$ as well. Periodicity then joins the top of the film to the underside of the next substrate, and traction passes through the joint. For a mode $e^{ikx}$ with $k\ne0$ the substrate fields decay with depth, so a thick periodic cell becomes a film welded between two half-spaces. For $k=0$ the traction $t=\sigma_{33}$ is constant through the cell. If the cell, of height $H$, has no mean normal strain, the extensions of film and substrate cancel:
\[
h\left[\frac{t}{c_{11}}+e^*_{33}+\frac{c_{12}}{c_{11}}(e^*_{11}+e^*_{22})\right]+(H-h)\frac{t}{c^{s}_{11}}=0 ,
\]
with $e^*$ the stress-free strain defined below and $c^s$ the substrate moduli. Hence $t=O(h/H)$. A thick substrate cures the uniform mode and leaves every other mode welded.

Welding adds the energy $Q(u)\ge0$ of the upper half-space. If $u_w$ and $u_f$ minimize the welded energy $E+Q$ and the free energy $E$, then
\[
E(u_w)+Q(u_w)\ge E(u_w)\ge E(u_f).
\]
At fixed polarization the welded film therefore never has the lower elastic energy. A compliant gap in the periodic cell would be another remedy, at the price of a strong contrast in moduli; here the surface is kept as a boundary.

\section{Energy and conventions}

Strains are small, $P=(P_1,0,P_3)$, and both crystals are cubic with axes along $x,y,z$. The misfit is $e_m=(a_s-a_f)/a_f$, where $a_s$ is the substrate lattice parameter and $a_f$ that of the film's cubic phase. Displacement $u$ is measured from the coherent state in which the film has the substrate's in-plane lattice. In the order $(11,22,33,13)$, with engineering shear, the film strain is $Bu+e_m(1,1,0,0)$, where
\[
Bu=(\partial_xu_1,\;0,\;\partial_zu_3,\;\partial_zu_1+\partial_xu_3).
\]
The spontaneous strain is
\[
\varepsilon^0=\bigl(Q_{11}P_1^2+Q_{12}P_3^2,\;Q_{12}(P_1^2+P_3^2),\;Q_{11}P_3^2+Q_{12}P_1^2,\;Q_{44}P_1P_3\bigr).
\]
With $e^*=\varepsilon^0-e_m(1,1,0,0)$ the elastic strain is $Bu-e^*$ and the stress is $\sigma=C(Bu-e^*)$.

The energy is the sum of the elastic energy of film and substrate, the electrostatic energy, the gradient energy $\tfrac G2|\nabla P|^2$, and the stress-free Landau density
\begin{align*}
f={}&a_1(P_1^2+P_3^2)+a_{11}(P_1^4+P_3^4)+a_{12}P_1^2P_3^2\\
&+a_{111}(P_1^6+P_3^6)+a_{112}(P_1^4P_3^2+P_1^2P_3^4).
\end{align*}
This is a mean-field model. All energies below are per film area.

\section{The substrate as a boundary matrix}

For a substrate mode $e^{ikx}$, $k>0$, let $t_1=\sigma_{13}$ and $t_3=\sigma_{33}$; primes denote $d/dz$ and the moduli are those of the substrate. Hooke's law gives
\[
t_1=c_{44}(u_1'+iku_3),\qquad t_3=ikc_{12}u_1+c_{11}u_3' .
\]
Solving for the derivatives,
\[
u_1'=\frac{t_1}{c_{44}}-iku_3,\qquad u_3'=\frac{t_3-ikc_{12}u_1}{c_{11}} .
\]
Then $\sigma_{11}=ikc_{11}u_1+c_{12}u_3'=ik(c_{11}-c_{12}^2/c_{11})u_1+(c_{12}/c_{11})t_3$. Equilibrium, $ik\sigma_{11}+t_1'=0$ and $ikt_1+t_3'=0$, closes the system:
\[
t_1'=k^2\Bigl(c_{11}-\frac{c_{12}^2}{c_{11}}\Bigr)u_1-ik\frac{c_{12}}{c_{11}}t_3,\qquad t_3'=-ikt_1 .
\]
Inserting $e^{ksz}$ and eliminating the tractions yields
\[
(c_{44}s^2-c_{11})(c_{11}s^2-c_{44})+(c_{12}+c_{44})^2s^2=0 .
\]
The roots come in pairs $\pm s$. None is imaginary, since that would be a static plane wave with zero elastic energy, which a positive definite stiffness $C$ excludes. Two solutions therefore decay downward, those with $\operatorname{Re}s>0$. Their roots are distinct for the substrate used here; in an isotropic one they coincide, and the second solution contains a term linear in $z$. Put the displacements of the two solutions in the columns of $U$ and their tractions in those of $T$; at $z=0$
\[
t=Z_ku,\qquad Z_k=TU^{-1}=kZ_1 .
\]
The factor $k$ follows from using $kz$ as coordinate. For two decaying solutions $a,b$, integration by parts gives $\int_{-\infty}^0\varepsilon_a^\dagger C\varepsilon_b\,dz=u_a^\dagger Z_ku_b$, so $Z_k$ is Hermitian and positive, and the substrate stores $\tfrac12u^\dagger Z_ku$.

\section{Elasticity with a natural free surface}

Take $N+1$ Gauss--Lobatto--Legendre nodes along $z$, with diagonal weight matrix $W$ and polynomial derivative matrix. An odd number of points along $x$ leaves no unpaired Fourier mode. Write $\mathcal W=C\otimes W$ and let $Z$ act on the bottom node. For each $k$
\[
F_{\rm el}=\tfrac12(Bu-e^*)^\dagger\mathcal W(Bu-e^*)+\tfrac12u^\dagger Zu .
\]
Setting the variation with respect to $u$ to zero gives
\begin{equation}
(B^\dagger\mathcal WB+Z)u=B^\dagger\mathcal We^* .
\label{elastic}
\end{equation}
By \eqref{elastic}, the terms quadratic in $u$ equal $\tfrac12u^\dagger B^\dagger\mathcal We^*$, while the cross terms are minus twice that. Hence
\[
F_{\rm el}=\tfrac12e^{*\dagger}\mathcal We^*-\tfrac12e^{*\dagger}\mathcal WBu=-\tfrac12\langle e^*,\sigma\rangle ,
\]
where $\langle\cdot,\cdot\rangle$ integrates over $z$ and averages over $x$. Because $u$ is stationary, its change does not contribute to the first variation, and $\delta F_{\rm el}=-\langle\sigma,\delta\varepsilon^0\rangle$. The explicit force is thus
\begin{align*}
g_1&=\partial_{P_1}f-2P_1[Q_{11}\sigma_{11}+Q_{12}(\sigma_{22}+\sigma_{33})]-Q_{44}P_3\sigma_{13},\\
g_3&=\partial_{P_3}f-2P_3[Q_{11}\sigma_{33}+Q_{12}(\sigma_{11}+\sigma_{22})]-Q_{44}P_1\sigma_{13}.
\end{align*}

To see what happens at the top, test \eqref{elastic} with the polynomial equal to one at the top node and zero at the others. The quadrature is exact to degree $2N-1$, so the integration by parts along $z$ is exact, and
\begin{equation}
\sigma_{i3}(h)=w_N\,(ik\sigma_{1i}+\partial_z\sigma_{i3})_{z=h},\qquad w_N=\frac{h}{N(N+1)} .
\label{top}
\end{equation}
The surface traction is the end weight times the local error in equilibrium. It vanishes as the grid resolves the stress, which is the sense in which the surface is free.

For $k=0$ the traction is constant through the film and zero at the top, so it also vanishes at the interface. Any positive stiffness there removes the rigid translation without altering the stress. If $e^*_{11}=e^*_{22}=e$ is uniform and the shear vanishes, $\sigma_{33}=0$ makes the normal elastic strain $2c_{12}e/c_{11}$. Therefore
\[
\sigma_{11}=-(c_{11}+c_{12})e+\frac{2c_{12}^2}{c_{11}}e=-Ye,\qquad F_{\rm el}=hYe^2 ,
\]
the usual biaxial film stress and energy.

\section{Electrostatics}

The bottom is an ideal grounded electrode of zero thickness; the top is bare and carries no free charge. With $E=-\nabla\phi$, $D=-\varepsilon_b\nabla\phi+P$ and background permittivity $\varepsilon_b$, the vacuum potential decays as $e^{-k(z-h)}$, so $D_z(h)=\varepsilon_0k\phi(h)$. Multiplying $\nabla\!\cdot D=0$ by a test function $\psi$ with $\psi(0)=0$ and integrating by parts,
\[
\int_0^h\varepsilon_b\nabla\psi^*\!\cdot\nabla\phi\,dz+\varepsilon_0k\,\psi^*(h)\phi(h)=\int_0^h\nabla\psi^*\!\cdot P\,dz .
\]
Choosing $\psi=\phi$ turns the field energy of film and vacuum into $\tfrac12\langle P,\nabla\phi\rangle$. The map $P\mapsto\nabla\phi$ is linear and self-adjoint, so the gradient of this energy is $\nabla\phi=-E$.

At $k=0$ the condition is $D_z=0$, hence $E_3=-P_3/\varepsilon_b$. A uniform $P_3$ costs $hP_3^2/(2\varepsilon_b)$, which drives the film into domains.

\section{A step that lowers the energy}

The flow is $\partial_tP=-\Gamma\,\delta F/\delta P$. Depolarization has curvature up to $1/\varepsilon_b$ and the gradient term grows as $Gk^2$; both are quadratic in $P$, so they go into $A$ and are treated implicitly at the cost of one precomputed inverse per $k$. Let $F=F_e+\tfrac12\langle P,AP\rangle$, with $g$ the gradient of $F_e$, and $\delta=P^{n+1}-P^n$. If the curvature of $F_e$ along the step is at most $\Lambda$,
\[
F_e(P^{n+1})-F_e(P^n)\le\langle g,\delta\rangle+\tfrac\Lambda2\|\delta\|^2 .
\]
Since $A$ is self-adjoint, the quadratic part changes by $\langle AP^{n+1},\delta\rangle-\tfrac12\langle\delta,A\delta\rangle$. Equation \eqref{step} says $g+AP^{n+1}=-\kappa\delta$. Adding,
\[
\Delta F\le-(\kappa-\Lambda/2)\|\delta\|^2-\tfrac12\langle\delta,A\delta\rangle .
\]
As $A\ge0$, the energy cannot rise when $\Lambda\le2\kappa$. This is a statement about stability; accuracy in time is first order.

\section{Tests of the parts}

The elastic solver was given one mode of wavelength 16~nm in a 6~nm film, with $e^*=(0.010,-0.004,0.015,0.006)$ uniform in $z$. Integrating the differential equations by matrix exponentials, with zero traction set at the top and a deep clamped substrate, reproduced the surface displacement to a relative $4\times10^{-9}$. For the welded film, with equal moduli throughout, a direct sum over reciprocal vectors of an 80~nm cell periodic along $z$ gave the same energy to $1.3\times10^{-5}$. This supports the claim about what the periodic cell computes. For this mode and this $e^*$, with equal moduli, the welded energy is 2.8 times the free one.

For $P_3\propto\cos kx$, uniform in $z$, the potential has the amplitude
\[
\phi=\frac{P_3\sinh kz}{k(\varepsilon_b\cosh kh+\varepsilon_0\sinh kh)},
\]
matched to rounding error. The energy gradient agreed with finite differences to $3\times10^{-10}$. Over 2~ps from a smooth stripe, successive halvings of the step reduced the change in $P$ by a factor of 1.99, where first order predicts 2.

\section{A lead titanate film under compression}

The parameters are rough values for lead titanate on strontium titanate at 300~K. In SI units $a_1=-1.72\times10^8$, $a_{11}=-7.3\times10^7$, $a_{12}=7.5\times10^8$, $a_{111}=2.6\times10^8$, $a_{112}=6.1\times10^8$ and $G=2\times10^{-10}$; $(Q_{11},Q_{12},Q_{44})=(0.089,-0.026,0.0675)$~m$^4$/C$^2$. The moduli $(c_{11},c_{12},c_{44})$ are $(175,79,111)$~GPa in the film and $(318,103,124)$~GPa in the substrate. Further, $\varepsilon_b=10\varepsilon_0$, $e_m=-1.2\%$ and $h=6$~nm. The cell is 16~nm wide with $63\times21$ points. With $\Gamma=10^3$~C$^2$/(J\,m\,s), a round choice that sets the time scale and not the stationary states, $\Delta t=0.2$~ps gives $\kappa=5\times10^9$~J\,m/C$^2$.

The largest explicit curvature, measured after the quench, is $2.9\times10^9$, below $2\kappa=10^{10}$ in the same unit. The depolarization curvature $1/\varepsilon_b=1.1\times10^{10}$ exceeds that limit, so an explicit treatment would fail at this step. The energy, recorded every ten steps, never rose beyond a tolerance of $10^{-8}$~mJ/m$^2$.

\paragraph{The domain state.}
From weak random polarization the energy fell from 173 to $-27.0$~mJ/m$^2$ in 500~ps. Of the initial value, $hYe_m^2=158$~mJ/m$^2$ is uniform misfit energy, with $Y=183$~GPa. The final balance, in mJ/m$^2$, is
\[
-274.6+59.5+5.3+182.7\approx-27.0
\]
for Landau, gradient, electrostatic and elastic parts, each number being rounded separately. One domain period fills the cell. Since only periods $16/m$~nm with integer $m$ fit, 16~nm is the outcome of this quench in this cell and not an equilibrium period; finding that requires comparing energies per area over many cell widths. One-period states in cells of 8, 10, 12, 16 and 20~nm have about $8$, $-22$, $-33$, $-27$ and $-1$~mJ/m$^2$, so the 16~nm state is not the lowest. Over this range the largest mid-height $|P_3|$ falls from 62 to $57~\mu$C/cm$^2$ and the largest top $|P_1|$ lies between 46 and $52~\mu$C/cm$^2$; the numbers below belong to the 16~nm cell. A grid of $81\times27$ points changed the total energy by a relative $3.5\times10^{-9}$.

The largest $|P_3|$ at mid-height is $59~\mu$C/cm$^2$, and the largest $|P_1|$ at the top is $52~\mu$C/cm$^2$. A uniform film with that $P_3$ would have electrostatic energy $hP_3^2/(2\varepsilon_b)\approx11.7$~J/m$^2$, some two thousand times the 5.3~mJ/m$^2$ found. Alternating domains alone would not achieve this. By the potential formula of the previous section, an unrotated cosine stripe of this amplitude and period costs $\tfrac14P_3\phi(h)\approx2.2$~J/m$^2$. Most of that remainder is avoided because the polarization turns into the film plane toward the top, which leaves little bound charge.

The mean stress $\bar\sigma_{11}=-2.12$~GPa is close to the unpolarized value $Ye_m=-2.19$~GPa, which may surprise in a strongly polarized film. For the uniform mode with unequal in-plane components, $\sigma_{33}=0$ gives
\[
\bar\sigma_{11}=-\Bigl(c_{11}-\frac{c_{12}^2}{c_{11}}\Bigr)\bar e^*_{11}-\Bigl(c_{12}-\frac{c_{12}^2}{c_{11}}\Bigr)\bar e^*_{22} .
\]
With the numbers above this is $-2.19-11.3\,\overline{P_1^2}+4.75\,\overline{P_3^2}$ in GPa, for $P$ in C/m$^2$. The in-plane and normal polarization act with opposite sign and here nearly cancel.

\paragraph{Free against welded.}
At the same polarization the largest top traction is 0.10~MPa with the free surface and about 730~MPa with the welded one. By \eqref{top}, with $w_N=6/(20\cdot21)=0.014$~nm, the former corresponds to an equilibrium error of about 7~MPa/nm at the surface. Welding raises the elastic energy from 182.7 to 185.6~mJ/m$^2$. That is 1.5\% of the total elastic energy, which includes the uniform mode that welding does not touch.

Both cases were then continued for 100~ps from this common state, with cell width and electrical conditions held fixed. The welded total energy ended at $-24.5$~mJ/m$^2$, 2.5~mJ/m$^2$ above the free one. The polarizations differ by 1.3~$\mu$C/cm$^2$ rms, while the surface relief is 30~pm peak to peak for the free film and 12~pm for the welded one. In this example the periodic shortcut would give a fair domain pattern and a relief wrong by a factor of about 2.6. These figures depend on the cell: from 8 to 20~nm width the free relief grows from 6 to 48~pm, the factor from 2.2 to 2.8, and the rms difference from 0.15 to 2.6~$\mu$C/cm$^2$. Among the widths 8, 10, 12, 16 and 20~nm both tops have their lowest energy at 12~nm; a shift of the preferred period smaller than this spacing is not resolved.

\section{What a real film changes}

The parameters are typical of the named pair, but the 16~nm period is long beside the roughly several to ten nanometres known for lead titanate films of such thickness. The ideal electrode is a strong assumption. An effective screening length of $\lambda=0.02$~nm, a rough value, implies, for the mid-height $P_3$, a voltage drop of order $P_3\lambda/\varepsilon_0=1.3$~V, comparable with the whole potential span of 1.4~V in the model. At fixed polarization this drop would add roughly $P_3^2\lambda/(2\varepsilon_0)\approx0.4$~J/m$^2$, more than twice the 0.185~J/m$^2$ that the film gains by polarizing. The polarization would therefore shrink or turn away from such an electrode, which reduces the drop. Relaxing the same cell with an interface capacitance $\varepsilon_0/\lambda$ per area keeps one stripe period, but the largest $|P_3|$ at the electrode falls from 70 to about $22~\mu$C/cm$^2$ and the energy rises to about $+110$~mJ/m$^2$. The shape and energy of the domain state found here, and not only its field near the bottom, belong to the ideal electrode. The bare top is idealized too: the mid-height polarization, if it reached the surface unrotated, would leave a bound charge of $0.56\,e$ per surface cell. Adsorbed ions in air may partly compensate whatever charge is present.

The internal field is 1.4~MV/cm rms and 5.8~MV/cm at its peak, comparable with rough breakdown fields of a few MV/cm. The peak value should not be taken literally: the model lets the field vary over a length $\sqrt{G\varepsilon_b}\approx0.13$~nm, which is less than a lattice cell. The potential span corresponds to an energy below the band gap of roughly 3~eV. With a rough flexocoupling of 3~V, gradients of the normal strain $\varepsilon_{33}$ alone add up to 0.55~MV/cm, against an rms field of 1.4~MV/cm. The same coupling applied to $\varepsilon_{11}$ gives 0.55~MV/cm and to the engineering shear 0.9~MV/cm. The components may add or partly cancel, but the neglected flexoelectric effect need not be small everywhere.

Coherence is marginal by the simplest estimate, which uses the bare misfit. Balancing misfit force against line tension for edge dislocations gives, for an elastically isotropic film, the standard estimate
\[
h_c=\frac{b}{8\pi(1+\nu)|e_m|\cos45^\circ}\Bigl[\ln\frac{h_c}{b}+1\Bigr]\approx7~\text{nm},
\]
with $b=\sqrt2\times0.39$~nm and $\nu=c_{12}/(c_{11}+c_{12})$. This $b$ is inclined at $45^\circ$ to the interface, and for it the film is just thinner, by less than the estimate can be trusted. For a Burgers vector of length 0.39~nm lying in the interface, the cosine is one and the same formula gives about 3~nm. At equilibrium the film could therefore contain dislocations, and its coherence is an assumption of the model. The estimate ignores the relief given by the polarization: the mean $\sigma_{22}$ is only $-1.2$~GPa, and $|\bar\sigma_{22}|/Y$ in place of $|e_m|$ gives about 16 and 7~nm. In a uniformly poled film $Q_{12}P_3^2$ nearly cancels the misfit, and nucleation barriers are left out as well, so these numbers do not predict when a real film of this pair relaxes. Heating by 50~K lowers $|a_1|$ by 11\%, so the results belong to 300~K.

Finally, $P_2$ was set to zero. To second order it adds the Landau terms $P_2^2[a_1+a_{12}(P_1^2+P_3^2)+a_{112}(P_1^4+P_3^4)+a_{123}P_1^2P_3^2]$, with $a_{123}=-3.7\times10^9$ in SI units. For a $P_2$ uniform along $y$, the curvature of the energy about the final state is at least $1.4\times10^8$~J\,m/C$^2$, a bound that omits a non-negative shear energy. The state is stable against that disturbance; modulation along $y$ remains outside this two-dimensional calculation.

\section*{Computed results}
\begin{verbatim}
film thickness: 6 nm
lateral cell: 16 nm
misfit: -1.2 %
temperature: 300 K
Landau coefficient a1: -1.718e+08 J m/C^2
biaxial modulus Y of film: 182.7 GPa
grid: 63 x 21 points
time step: 0.2 ps
kappa: 5e+09 J m/C^2
largest explicit curvature: 2.892e+09 J m/C^2
test, free-top displacement, relative error: 4.0e-09
test, welded vs z-periodic sum, relative error: 1.3e-05
test, one mode: welded/free elastic energy: 2.784
test, potential, relative error: 2.3e-15
test, energy gradient, relative error: 2.6e-10
test, step-halving error ratio: 1.993
test, grid refinement, relative energy change: 3.5e-09
quench duration: 500 ps
energy at start of quench: 173.271 mJ/m^2
energy at end of quench: -27.006 mJ/m^2
branch duration: 100 ps
domain periods in cell, free top: 1
domain periods in cell, welded top: 1
mean domain period, free top: 16 nm
largest |P3| at mid-height: 58.84 uC/cm^2
largest |P1| at top, free: 51.79 uC/cm^2
largest |P1| at top, welded: 53.37 uC/cm^2
mean in-plane stress s11: -2.121 GPa
top traction at fixed P, free: 0.1019 MPa
top traction at fixed P, welded: 731.2 MPa
elastic energy at fixed P, free: 182.746 mJ/m^2
elastic energy at fixed P, welded: 185.575 mJ/m^2
final Landau energy, free: -274.627 mJ/m^2
final gradient energy, free: 59.538 mJ/m^2
final electrostatic energy, free: 5.337 mJ/m^2
final elastic energy, free: 182.746 mJ/m^2
final total energy, free: -27.006 mJ/m^2
final total energy, welded: -24.481 mJ/m^2
rms P difference, free vs welded: 1.286 uC/cm^2
surface relief peak to peak, free: 30.46 pm
surface relief peak to peak, welded: 11.83 pm
rms residual driving field, free: 1.491e-12 MV/cm
largest internal field: 5.762 MV/cm
rms internal field: 1.363 MV/cm
potential peak to peak: 1.438 V
electrode screening length, rough input: 0.02 nm
neglected electrode voltage drop: 1.329 V
bound surface charge per cell: 0.5586 e
flexocoupling, rough input: 3 V
neglected flexoelectric field, peak: 0.5508 MV/cm
misfit-dislocation critical thickness: 6.979 nm
change of |a1| for 50 K heating: -11.06 %
lower bound on P2 curvature: 1.478e+08 J m/C^2
\end{verbatim}
